**Jahn–Teller activity of the silicon vacancy in a four-orbital model**

The low-spin vacancies V²⁺, V⁺, V⁰ and V⁻ have configurations a1² t2ⁿ with n = 0, 1, 2 and 3; for independent electrons, the last three distort in first order. The program asserts that the e-mode relaxation energy is (F²/2k)|R|², where F = 2g/√3, g is minus the derivative of the hopping with respect to pair distance, k is the force constant, and R is the occupation-weighted sum of three unit vectors 120° apart. It compares this formula with numerical minimization, using hopping derivatives taken by finite differences in the tetrahedral geometry. The output gives factors |R|² of 0, 1, 4 and 3 for the four charges. Many-electron diagonalization confirms linear splitting in the ³T1, ¹T2 and ¹E terms of t2², and none in ¹A1 or in any isolated term of pure t2³. A five-electron, four-site Hubbard calculation shows that mixing with other a1 occupations restores a small linear splitting in the V⁻ doublets; under the tetragonal e displacement, the only one tested here, it is at most 0.032 eV/Å for the chosen parameters. All parameters are round model values, not fitted silicon data.

## Check in Python

```python
"""Jahn-Teller (JT) activity of the silicon vacancy V^q, q = +2, +1, 0, -1.
Result under test: four dangling orbitals hold 4-q electrons in a1 (at -3t)
and t2 (at +t). Low-spin t2^1, t2^2, t2^3 have energies linear in a distortion;
t2^0 has not. For e modes the gain is E_JT = F^2/(2k) |sum occ_i n_i|^2, with
F = 2g/sqrt(3), g = -dt/dd, and n_i three unit vectors 120 degrees apart.
Inside isolated terms of pure t2^3 the linear coupling vanishes; mixing with
excited a1 configurations restores it in doublets.
t: hopping, d: pair distance, k: force constant, Q: normalized displacement.
Energies are in eV, lengths in angstrom. Model parameters are round choices.
"""
import itertools
import numpy as np
from scipy.optimize import minimize

t0, d0, decay, k = 0.3, 3.8, 0.6, 4.0
g = t0 / decay
F = 2 * g / np.sqrt(3)
signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
positions = signs * d0 / (2 * np.sqrt(2))
t2_basis = signs / 2            # columns: x, y, z combinations of the orbitals


def hopping_matrix(pos):
    h = np.zeros((4, 4))
    for i, j in itertools.combinations(range(4), 2):
        d = np.linalg.norm(pos[i] - pos[j])
        h[i, j] = h[j, i] = -t0 * np.exp(-(d - d0) / decay)
    return h


def normalized(mode):
    return mode / np.linalg.norm(mode)


sx, sy, sz = signs.T
mode_theta = normalized(np.column_stack([-sx, -sy, 2 * sz]))
mode_eps = normalized(np.column_stack([sx, -sy, 0 * sz]))
mode_shear = normalized(np.column_stack([sy, sx, 0 * sz]))


def derivative(mode, step=1e-4):
    return (hopping_matrix(positions + step * mode)
            - hopping_matrix(positions - step * mode)) / (2 * step)


h0 = hopping_matrix(positions)
D_theta, D_eps, D_shear = map(derivative, (mode_theta, mode_eps, mode_shear))
levels0 = np.linalg.eigvalsh(h0)
assert np.allclose(levels0, [-3 * t0, t0, t0, t0], atol=1e-10)
W_e = t2_basis.T @ D_theta @ t2_basis
W_t = t2_basis.T @ D_shear @ t2_basis
assert np.allclose(W_e, F * np.diag([0.5, 0.5, -1]), atol=1e-6)
assert np.allclose(np.linalg.eigvalsh(W_t), [-g, 0, g], atol=1e-6)


def pair_change(i, j, mode, step=1e-4):
    dist = [np.linalg.norm((positions + s * step * mode)[i]
                           - (positions + s * step * mode)[j]) for s in (1, -1)]
    return (dist[0] - dist[1]) / (2 * step)


short_pair = pair_change(0, 3, mode_theta)
long_pair = pair_change(0, 1, mode_theta)
assert abs(short_pair + 1 / np.sqrt(3)) < 1e-6
assert abs(long_pair - 1 / (2 * np.sqrt(3))) < 1e-6

print(f"t = {t0:.3f} eV; d0 = {d0:.2f} A; decay length = {decay:.2f} A")
print(f"k = {k:.2f} eV/A^2; g = {g:.4f} eV/A; F = {F:.4f} eV/A")
print(f"a1 level = {levels0[0]:.3f} eV; t2 level = {levels0[1]:.3f} eV")
print(f"e mode: pair changes per Q = {short_pair:.4f}, {long_pair:.4f}")
print("e-mode slopes x,y,z (eV/A):", np.round(np.diag(W_e), 4))
print("t2-mode slopes (eV/A):", np.round(np.linalg.eigvalsh(W_t), 4) + 0.0)

# Group characters from permutations of the four neighbours.
perms = list(itertools.permutations(range(4)))


def compose(a, b):
    return tuple(a[i] for i in b)


def fixed(p):
    return sum(i == p[i] for i in range(4))


def parity(p):
    return round(np.linalg.det(np.eye(4)[list(p)]))


def e_character(p):
    return {4: 2, 2: 0, 1: -1, 0: 2 if parity(p) == 1 else 0}[fixed(p)]


chi = np.array([fixed(p) - 1 for p in perms])
chi2 = np.array([fixed(compose(p, p)) - 1 for p in perms])
chi3 = np.array([fixed(compose(p, compose(p, p))) - 1 for p in perms])
par = np.array([parity(p) for p in perms])
irreps = {"A1": np.ones(24), "A2": par,
          "E": np.array([e_character(p) for p in perms]),
          "T1": par * chi, "T2": chi}
table = np.array(list(irreps.values()))
assert np.allclose(table @ table.T / 24, np.eye(5))


def reduce_rep(character):
    out = []
    for name, row in irreps.items():
        count = np.dot(character, row) / 24
        assert abs(count - round(count)) < 1e-10
        out += [name] * round(count)
    return "+".join(out)


reductions = {
    "four orbitals": reduce_rep(chi + 1),
    "t2^2 singlets": reduce_rep((chi**2 + chi2) / 2),
    "t2^2 triplets": reduce_rep((chi**2 - chi2) / 2),
    "t2^3 doublets": reduce_rep((chi**3 - chi3) / 3),
    "t2^3 quartet": reduce_rep((chi**3 - 3 * chi * chi2 + 2 * chi3) / 6)}
assert list(reductions.values()) == ["A1+T2", "A1+E+T2", "T1", "E+T1+T2", "A2"]
for name, value in reductions.items():
    print(f"{name}: {value}")

# Relaxation by direct minimization, with the lowest orbitals filled.
e_vectors = np.array([[1, 0], [-0.5, np.sqrt(3) / 2], [-0.5, -np.sqrt(3) / 2]])


def aufbau(number):
    occ = []
    for _ in range(4):
        occ.append(min(2, number))
        number -= occ[-1]
    return occ


def relaxed(occ):
    def energy(q):
        h = h0 + q[0] * D_theta + q[1] * D_eps
        return np.dot(occ, np.linalg.eigvalsh(h)) + 0.5 * k * np.dot(q, q)
    best = None
    for angle in np.arange(6) * np.pi / 3 + 0.2:
        start = 0.2 * np.array([np.cos(angle), np.sin(angle)])
        res = minimize(energy, start, method="Nelder-Mead",
                       options={"xatol": 1e-9, "fatol": 1e-13, "maxiter": 2000})
        if best is None or res.fun < best.fun:
            best = res
    q = best.x
    orbital = np.linalg.eigvalsh(h0 + q[0] * D_theta + q[1] * D_eps)
    return energy([0, 0]) - best.fun, np.linalg.norm(q), orbital


E_unit = F**2 / (2 * k)
print(f"unit F^2/(2k) = {E_unit:.5f} eV")
cases = [(f"V{q:+d} low spin", aufbau(4 - q)) for q in (2, 1, 0, -1)]
cases += [("V+0 high spin", [2, 1, 1, 0]), ("V-1 high spin", [2, 1, 1, 1])]
gains = {}
for name, occ in cases:
    gain, amplitude, orbital = relaxed(occ)
    resultant = np.linalg.norm(np.array(occ[1:]) @ e_vectors)
    assert abs(gain - E_unit * resultant**2) < 1e-6
    assert abs(amplitude - F * resultant / k) < 1e-4
    gains[name] = gain
    print(f"{name}: a1^{occ[0]} t2^{sum(occ[1:])}, E_JT = {abs(gain):.4f} eV, "
          f"ratio = {abs(gain) / E_unit:.3f}, Q = {amplitude:.4f} A")
    print("  relaxed levels (eV):", np.round(orbital, 4))
u_relax = -gains["V+0 low spin"] - gains["V+2 low spin"] \
    + 2 * gains["V+1 low spin"]
assert abs(u_relax + 2 * E_unit) < 1e-6
print(f"relaxation part of effective repulsion = {u_relax:.4f} eV")


# Many-electron states; spin-orbital index is 2*orbital + spin.
def annihilators(number):
    lower = np.array([[0., 1.], [0., 0.]])
    ops = []
    for i in range(number):
        op = np.eye(1)
        for j in range(number):
            factor = np.diag([1., -1.]) if j < i else \
                lower if j == i else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    return ops


def one_body(matrix, c):
    out = np.zeros_like(c[0])
    for p, q in itertools.product(range(len(matrix)), repeat=2):
        if abs(matrix[p, q]) > 1e-14:
            for s in (0, 1):
                out += matrix[p, q] * c[2*p+s].T @ c[2*q+s]
    return out


def sector(op, c, electrons):
    number = np.rint(np.diag(sum(a.T @ a for a in c))).astype(int)
    index = np.flatnonzero(number == electrons)
    return op[np.ix_(index, index)]


def spin_squared(c):
    m = len(c) // 2
    plus = sum(c[2*p].T @ c[2*p+1] for p in range(m))
    z = sum(c[2*p].T @ c[2*p] - c[2*p+1].T @ c[2*p+1] for p in range(m)) / 2
    return plus.T @ plus + z @ z + z


def term_splittings(H, S2, couplings, limit=None):
    values, vectors = np.linalg.eigh(H)
    end = len(values) if limit is None else limit
    out, start = [], 0
    while start < end:
        stop = start + 1
        while stop < end and values[stop] - values[start] < 1e-7:
            stop += 1
        v = vectors[:, start:stop]
        s2 = np.trace(v.T @ S2 @ v) / (stop - start)
        spin = round(np.sqrt(1 + 4 * max(s2, 0)) - 1) / 2
        spread = [np.ptp(np.linalg.eigvalsh(v.T @ W @ v)) for W in couplings]
        out.append((spin, round((stop - start) / (2 * spin + 1)), spread))
        start = stop
    return out


c6 = annihilators(6)
U, Uprime, J = 3.0, 1.8, 0.5
repulsion = np.zeros((64, 64))
for p, q in itertools.product(range(3), repeat=2):
    for s, r in itertools.product((0, 1), repeat=2):
        if p == q:
            repulsion += U/2 * c6[2*p+s].T @ c6[2*p+r].T @ c6[2*p+r] @ c6[2*p+s]
        else:
            repulsion += Uprime/2 * (c6[2*p+s].T @ c6[2*q+r].T
                                     @ c6[2*q+r] @ c6[2*p+s])
            repulsion += J/2 * (c6[2*p+s].T @ c6[2*q+r].T
                                @ c6[2*p+r] @ c6[2*q+s])
            repulsion += J/2 * (c6[2*p+s].T @ c6[2*p+r].T
                                @ c6[2*q+r] @ c6[2*q+s])
We6, Wt6, S26 = one_body(W_e, c6), one_body(W_t, c6), spin_squared(c6)
# Keys: (spin, orbital degeneracy); values: activity under e and t2 modes.
expected = {0: {(0, 1): (False, False)}, 1: {(0.5, 3): (True, True)},
            2: {(1, 3): (True, True), (0, 3): (True, True),
                (0, 2): (True, False), (0, 1): (False, False)},
            3: {(1.5, 1): (False, False), (0.5, 2): (False, False),
                (0.5, 3): (False, False)}}
print(f"term test: U = {U:.1f}, U' = {Uprime:.1f}, J = {J:.1f} eV")
print("pure t2^n terms: linear splitting by e and t2 modes (eV/A)")
for n in range(4):
    terms = term_splittings(sector(repulsion, c6, n), sector(S26, c6, n),
                            [sector(We6, c6, n), sector(Wt6, c6, n)])
    assert len(terms) == (1, 1, 4, 4)[n]
    assert {(s, deg) for s, deg, _ in terms} == set(expected[n])
    for spin, deg, spread in terms:
        assert tuple(x > 1e-5 for x in spread) == expected[n][(spin, deg)]
        print(f"  n={n}, S={spin:.1f}, orbital degeneracy={deg}: "
              f"{abs(spread[0]):.4f}, {abs(spread[1]):.4f}")
free_slope = np.linalg.eigvalsh(sector(We6, c6, 3))[0]
assert abs(free_slope + 1.5 * F) < 1e-6
print(f"t2^3 without term splitting: lowest e slope = {free_slope:.4f} eV/A")

# Five electrons on four sites: a1 excitations are now included.
c8 = annihilators(8)
U_site = 0.4
H8 = one_body(h0, c8)
for p in range(4):
    H8 += U_site * c8[2*p].T @ c8[2*p] @ c8[2*p+1].T @ c8[2*p+1]
H5 = sector(H8, c8, 5)
spectrum = np.linalg.eigvalsh(H5)
assert spectrum[20] - spectrum[19] > 0.3
mixed = term_splittings(H5, sector(spin_squared(c8), c8, 5),
                        [sector(one_body(D_theta, c8), c8, 5)], limit=20)
doublet_max = max(spread[0] for spin, _, spread in mixed if spin == 0.5)
quartet_max = max(spread[0] for spin, _, spread in mixed if spin == 1.5)
assert doublet_max > 1e-4 and quartet_max < 1e-6
print(f"four-site repulsion = {U_site:.2f} eV, V- with a1 mixing:")
print(f"  largest doublet e splitting = {doublet_max:.5f} eV/A")
print(f"  quartet e splitting = {abs(quartet_max):.5f} eV/A")
print("OK")
```

Running it gives:

```
t = 0.300 eV; d0 = 3.80 A; decay length = 0.60 A
k = 4.00 eV/A^2; g = 0.5000 eV/A; F = 0.5774 eV/A
a1 level = -0.900 eV; t2 level = 0.300 eV
e mode: pair changes per Q = -0.5774, 0.2887
e-mode slopes x,y,z (eV/A): [ 0.2887  0.2887 -0.5774]
t2-mode slopes (eV/A): [-0.5  0.   0.5]
four orbitals: A1+T2
t2^2 singlets: A1+E+T2
t2^2 triplets: T1
t2^3 doublets: E+T1+T2
t2^3 quartet: A2
unit F^2/(2k) = 0.04167 eV
V+2 low spin: a1^2 t2^0, E_JT = 0.0000 eV, ratio = 0.000, Q = 0.0000 A
  relaxed levels (eV): [-0.9  0.3  0.3  0.3]
V+1 low spin: a1^2 t2^1, E_JT = 0.0417 eV, ratio = 1.000, Q = 0.1443 A
  relaxed levels (eV): [-0.9     0.2167  0.3417  0.3417]
V+0 low spin: a1^2 t2^2, E_JT = 0.1667 eV, ratio = 4.000, Q = 0.2887 A
  relaxed levels (eV): [-0.9     0.1333  0.3833  0.3833]
V-1 low spin: a1^2 t2^3, E_JT = 0.1250 eV, ratio = 3.000, Q = 0.2500 A
  relaxed levels (eV): [-0.9    0.175  0.3    0.425]
V+0 high spin: a1^2 t2^2, E_JT = 0.0417 eV, ratio = 1.000, Q = 0.1443 A
  relaxed levels (eV): [-0.9     0.2583  0.2583  0.3833]
V-1 high spin: a1^2 t2^3, E_JT = 0.0000 eV, ratio = 0.000, Q = 0.0000 A
  relaxed levels (eV): [-0.9  0.3  0.3  0.3]
relaxation part of effective repulsion = -0.0833 eV
term test: U = 3.0, U' = 1.8, J = 0.5 eV
pure t2^n terms: linear splitting by e and t2 modes (eV/A)
  n=0, S=0.0, orbital degeneracy=1: 0.0000, 0.0000
  n=1, S=0.5, orbital degeneracy=3: 0.8660, 1.0000
  n=2, S=1.0, orbital degeneracy=3: 0.8660, 1.0000
  n=2, S=0.0, orbital degeneracy=3: 0.8660, 1.0000
  n=2, S=0.0, orbital degeneracy=2: 1.1547, 0.0000
  n=2, S=0.0, orbital degeneracy=1: 0.0000, 0.0000
  n=3, S=1.5, orbital degeneracy=1: 0.0000, 0.0000
  n=3, S=0.5, orbital degeneracy=2: 0.0000, 0.0000
  n=3, S=0.5, orbital degeneracy=3: 0.0000, 0.0000
  n=3, S=0.5, orbital degeneracy=3: 0.0000, 0.0000
t2^3 without term splitting: lowest e slope = -0.8660 eV/A
four-site repulsion = 0.40 eV, V- with a1 mixing:
  largest doublet e splitting = 0.03181 eV/A
  quartet e splitting = 0.00000 eV/A
OK
```
